# Spin-lifetime anisotropy in graphene on a transition-metal dichalcogenide

## The form of the answer

An electron in graphene on a transition-metal dichalcogenide feels two spin-orbit fields from the substrate. The Rashba field lies in the plane, has precession frequency $\Omega_R$ and turns with the direction of the momentum. The valley-Zeeman field is perpendicular to the plane, has precession frequency $\Omega_V$ and takes opposite signs in the two valleys. Scattering that conserves spin makes both fields fluctuate along the electron's path.

Without these fields the total spin does not decay. Reversing the Rashba field everywhere is equivalent to rotating the spin axes by $\pi$ about the normal $z$, which leaves the decay rates unchanged. Reversing the valley-Zeeman field is equivalent to exchanging the valley labels, which also leaves them unchanged. The rates are therefore even in each frequency, and at lowest order they contain $\Omega_R^2$ and $\Omega_V^2$ but no product $\Omega_R\Omega_V$. A rate has the dimension of inverse time, so each square must be multiplied by a time, which scattering supplies.

A field parallel to a spin does not turn it. The valley-Zeeman field thus cannot relax $S_z$, whereas the whole Rashba field can. For a spin along $x$, the valley-Zeeman field is fully effective, but on average only half of the squared Rashba field is perpendicular to the spin. Hence

$$
\frac1{\tau_z}=c_1\Omega_R^2t_R,\qquad
\frac1{\tau_x}=\frac{c_1}{2}\Omega_R^2t_R+c_2\Omega_V^2t_V .
\tag{1}
$$

The times $t_R,t_V$ and the numbers $c_1,c_2$ remain to be derived. Together with the two frequencies, they decide whether out-of-plane spins live longer.

## From the Dirac Hamiltonian to a spin field

Let $\tau=\pm1$ label the valleys, let $\sigma_i$ and $s_i$ be Pauli matrices for sublattice and spin, and measure $\mathbf k=k(\cos\theta,\sin\theta)$ from each valley centre. The model is

$$
H=\hbar v(\tau\sigma_xk_x+\sigma_yk_y)+\lambda_{VZ}\tau s_z
+\lambda_R(\tau\sigma_xs_y-\sigma_ys_x).
\tag{2}
$$

With this convention, each coupling alone splits the conduction band by twice its value when the Fermi energy $E_F$ is much larger than the couplings. The sublattice gap, Kane-Mele coupling and momentum-dependent Rashba coupling are omitted here and sized below.

For electron doping, the conduction-band pseudospin state is

$$
|u_{\tau\theta}\rangle=\frac1{\sqrt2}
\begin{pmatrix}1\\ \tau e^{i\tau\theta}\end{pmatrix}.
\tag{3}
$$

Twice the real and imaginary parts of the product of its components give

$$
\langle\sigma_x\rangle=\tau\cos\theta,\qquad
\langle\sigma_y\rangle=\tau\sin(\tau\theta)=\sin\theta .
\tag{4}
$$

In the Rashba term the two factors of $\tau$ multiply to one. The valley-Zeeman term does not act on the sublattice and keeps its factor $\tau$. To first order in the couplings, the spin Hamiltonian is therefore

$$
H_s=\lambda_{VZ}\tau s_z+\lambda_R(\cos\theta\,s_y-\sin\theta\,s_x)
=\frac{\hbar}{2}\boldsymbol\Omega\cdot\mathbf s,
\tag{5}
$$

with

$$
\boldsymbol\Omega=\mathbf b_R+\mathbf b_V,\quad
\mathbf b_R=\Omega_R(-\sin\theta,\cos\theta,0),\quad
\mathbf b_V=\tau\Omega_V\hat{\mathbf z},
\tag{6}
$$

$$
\Omega_R=\frac{2\lambda_R}{\hbar},\qquad
\Omega_V=\frac{2\lambda_{VZ}}{\hbar}.
\tag{7}
$$

Time reversal exchanges the valleys, sends $\theta$ to $\theta+\pi$ and reverses the spin. Both parts of $\boldsymbol\Omega$ change sign under the first two operations, so $\boldsymbol\Omega\cdot\mathbf s$ is invariant, as it must be.

The Heisenberg equation and $[s_j,s_i]=2i\epsilon_{jik}s_k$ give

$$
\dot s_i=\frac{i}{\hbar}[H_s,s_i]
=\frac i2\Omega_j\,2i\epsilon_{jik}s_k
=\epsilon_{ijk}\Omega_js_k .
\tag{8}
$$

This is the precession law $\dot{\mathbf s}=\boldsymbol\Omega\times\mathbf s$.

## Scattering and the two memory times

Let $\mathbf S_\tau(\theta,t)$ be the spin density at the Fermi energy. Take scattering to be elastic and spin-conserving, with probabilities that depend on the angle $\varphi$ between initial and final momenta and are even in $\varphi$. Coherence between the valleys is neglected, as is the effect of the small spin splitting on the scattering probabilities. Then

$$
\partial_t\mathbf S_\tau=\boldsymbol\Omega\times\mathbf S_\tau+C[\mathbf S]_\tau,
\tag{9}
$$

$$
\begin{aligned}
C[\mathbf S]_\tau(\theta)=\int\frac{d\theta'}{2\pi}\Big\{&
W(\theta-\theta')[\mathbf S_\tau(\theta')-\mathbf S_\tau(\theta)]\\
&+W'(\theta-\theta')[\mathbf S_{-\tau}(\theta')-\mathbf S_\tau(\theta)]\Big\}.
\end{aligned}
\tag{10}
$$

Here $W$ describes scattering within a valley and $W'$ scattering between valleys.

The Rashba field contains $\cos\theta$ and $\sin\theta$, with the same sign in both valleys. Put $\theta'=\theta-\varphi$ and expand $\cos(\theta-\varphi)$. The term with $\sin\varphi$ integrates to zero because the kernels are even, so

$$
C[\cos\theta]=-\frac{\cos\theta}{\tau_p},\qquad
\frac1{\tau_p}=\int\frac{d\varphi}{2\pi}(W+W')(1-\cos\varphi).
\tag{11}
$$

The same holds for $\sin\theta$. The velocity is $v(\cos\theta,\sin\theta)$ in both valleys, so $\tau_p$ is also the relaxation time of the electric current. It includes intervalley collisions.

The valley-Zeeman field is proportional to $\tau$ and independent of angle. For the function $\tau$, the first bracket in (10) vanishes and the second equals $-\tau-\tau=-2\tau$. Therefore

$$
C[\tau]=-\frac{\tau}{\tau_v},\qquad
\frac1{\tau_v}=2w,\qquad
w=\int\frac{d\varphi}{2\pi}W'(\varphi).
\tag{12}
$$

The rate $w$ is the probability per unit time that an electron leaves its valley. The factor of two arises because a hop reverses the valley index instead of setting it to zero. If $1/w$ is called the intervalley time, $\tau_v$ is half of it.

## Motional narrowing

Let $\langle\cdots\rangle$ denote the average over angles and valleys, and write $\mathbf S=\mathbf S_0+\delta\mathbf S$, with $\mathbf S_0=\langle\mathbf S\rangle$ and $\langle\delta\mathbf S\rangle=0$. Collisions conserve total spin, and $\langle\boldsymbol\Omega\rangle=0$. The average of (9) is then

$$
\dot{\mathbf S}_0=\langle\boldsymbol\Omega\times\delta\mathbf S\rangle .
\tag{13}
$$

Subtracting this from (9) gives

$$
\partial_t\delta\mathbf S=\boldsymbol\Omega\times\mathbf S_0
+C[\delta\mathbf S]
+\boldsymbol\Omega\times\delta\mathbf S
-\langle\boldsymbol\Omega\times\delta\mathbf S\rangle .
\tag{14}
$$

Now assume

$$
\Omega_R\tau_p\ll1,\qquad \Omega_V\tau_v\ll1 .
\tag{15}
$$

The electron then turns through only a small angle before the relevant field changes. Assume also that the other angular patterns of the spin density fade quickly too. One of them needs a separate condition. The valley-Zeeman field turns the in-plane remainder produced by the Rashba field into a pattern $\tau\cos\theta$, $\tau\sin\theta$, which decays at the rate $1/\tau_q=\int\frac{d\varphi}{2\pi}[W(1-\cos\varphi)+W'(1+\cos\varphi)]$. This multiplies $\tau_z$ by about $1+\Omega_V^2\tau_p\tau_q$, so $\Omega_V^2\tau_p\tau_q\ll1$ is required as well. The condition can fail although (15) holds, if intravalley scattering is weak and intervalley scattering is almost entirely forward or almost entirely backward. In the worked example below, $\Omega_V^2\tau_p\tau_q$ is about 0.0015. The remainder $\delta\mathbf S$ is small compared with $\mathbf S_0$, so the last two terms of (14) are dropped. After a short transient, $\delta\mathbf S$ follows the slowly changing $\mathbf S_0$, and its time derivative is dropped as well. What remains is $C[\delta\mathbf S]=-\boldsymbol\Omega\times\mathbf S_0$. By (11) and (12), its solution is

$$
\delta\mathbf S=\tau_p\,\mathbf b_R\times\mathbf S_0
+\tau_v\,\mathbf b_V\times\mathbf S_0 .
\tag{16}
$$

Insert this into (13). The cross terms contain one factor of $\mathbf b_R$, whose angular average is zero in each valley. Hence

$$
\dot{\mathbf S}_0=
\tau_p\langle\mathbf b_R\times(\mathbf b_R\times\mathbf S_0)\rangle
+\tau_v\langle\mathbf b_V\times(\mathbf b_V\times\mathbf S_0)\rangle .
\tag{17}
$$

Use $\mathbf b\times(\mathbf b\times\mathbf S)=\mathbf b(\mathbf b\cdot\mathbf S)-b^2\mathbf S$. For the Rashba field, $\langle b_x^2\rangle=\langle b_y^2\rangle=\Omega_R^2/2$, $\langle b_xb_y\rangle=0$ and $b^2=\Omega_R^2$. Its term gives

$$
\tau_p\left(\frac{\Omega_R^2}{2}-\Omega_R^2\right)S_{0x}
=-\frac{\Omega_R^2\tau_p}{2}S_{0x}
\tag{18}
$$

for $x$, and $-\Omega_R^2\tau_pS_{0z}$ for $z$. The valley-Zeeman term gives $-\Omega_V^2\tau_vS_{0x}$ for $x$, and $(\Omega_V^2-\Omega_V^2)\tau_vS_{0z}=0$ for $z$. Thus

$$
\boxed{\frac1{\tau_z}=\Omega_R^2\tau_p,\qquad
\frac1{\tau_x}=\frac{\Omega_R^2\tau_p}{2}+\Omega_V^2\tau_v}
\tag{19}
$$

and, since the factors $2/\hbar$ cancel,

$$
\boxed{\frac{\tau_z}{\tau_x}=\frac12+
\left(\frac{\lambda_{VZ}}{\lambda_R}\right)^2\frac{\tau_v}{\tau_p}} .
\tag{20}
$$

In (1), therefore, $c_1=c_2=1$, $t_R=\tau_p$ and $t_V=\tau_v$.

## When out-of-plane spins live longer

The ratio (20) exceeds one if

$$
\frac{\tau_v}{\tau_p}>\frac{\lambda_R^2}{2\lambda_{VZ}^2}.
\tag{21}
$$

The anisotropy thus has two sources: a valley-Zeeman field that is strong compared with the Rashba field, and a valley memory that outlasts the momentum memory. With Rashba coupling alone the ratio is $1/2$, and in-plane spins live longer.

A limiting case shows how much the field strengths can do by themselves. Suppose all scattering is between valleys and isotropic. Then $W=0$ and $W'=w$, so (11) gives $1/\tau_p=w$ and (12) gives $\tau_v=\tau_p/2$. Equation (20) becomes

$$
\frac{\tau_z}{\tau_x}=\frac12\left[1+
\left(\frac{\lambda_{VZ}}{\lambda_R}\right)^2\right],
\tag{22}
$$

which exceeds one when $|\lambda_{VZ}|>|\lambda_R|$. This holds at leading order only: here $\tau_q=\tau_p=2\tau_v$, so $\tau_z$ is longer than (19) by the relative amount $4(\Omega_V\tau_v)^2$, about 14% at $\Omega_V\tau_v=0.19$. Adding intravalley scattering at fixed $w$ shortens $\tau_p$, leaves $\tau_v$ unchanged and raises the ratio.

Intervalley scattering has a double role. Some of it is needed to turn opposite precession in the two valleys into irreversible loss. Within the narrowing regime, however, more of it lengthens the in-plane lifetime. During a time $t$ there are about $t/\tau_v$ independent precession angles of size $\Omega_V\tau_v$. Their mean square sum is of order $\Omega_V^2\tau_vt$, which falls as $\tau_v$ falls.

## The edge of the narrowing regime

For $\lambda_R=0$ the in-plane problem can be solved without assuming $\Omega_V\tau_v\ll1$. Let $S_\pm$ be the angular average of $S_x+iS_y$ in valley $\tau=\pm1$. Precession about $z$ and hopping give

$$
\dot S_\pm=\pm i\Omega_VS_\pm+w(S_\mp-S_\pm).
\tag{23}
$$

Define $e=(S_++S_-)/2$ and $o=(S_+-S_-)/2$. The sum and difference of (23) are

$$
\dot e=i\Omega_Vo,\qquad \dot o=i\Omega_Ve-2wo .
\tag{24}
$$

Differentiate the first equation, insert the second, and replace $i\Omega_Vo$ by $\dot e$:

$$
\ddot e+2w\dot e+\Omega_V^2e=0 .
\tag{25}
$$

This is a damped oscillator. Solutions $e^{-\gamma t}$ require $\gamma^2-2w\gamma+\Omega_V^2=0$, and for $\Omega_V<w$ the slower rate is

$$
\gamma=w-\sqrt{w^2-\Omega_V^2}
=\Omega_V^2\tau_v\left[1+(\Omega_V\tau_v)^2+\cdots\right].
\tag{26}
$$

The expansion uses $w=1/(2\tau_v)$. Its first term is the valley part of (19), and the second gives the leading relative error of that part.

At $\Omega_V=w$, or $\tau_v=1/(2\Omega_V)$, the square root vanishes. For $\Omega_V>w$ the spin oscillates within an envelope $e^{-wt}$. More hopping then shortens the envelope's life, opposite to its effect in the narrowing regime. An initial spin shared equally by the valleys has $e(0)=1$ and $\dot e(0)=0$. With $w=0$ it follows $e=\cos\Omega_Vt$ and returns fully after each period: the valleys dephase, but nothing is lost.

## Worked example

Take rough, rounded parameters in the regime of graphene on MoS$_2$ at 300 K: $\lambda_{VZ}=0.25$ meV, $\lambda_R=0.15$ meV, $E_F=150$ meV, $\tau_p=0.05$ ps and $\tau_v=0.25$ ps. The hopping rate is $w=1/(2\times0.25)=2$ ps$^{-1}$. With $v=1000$ nm/ps, the zero-temperature density is $1.65\times10^{12}$ cm$^{-2}$ and the mobility about 3300 cm$^2$/Vs.

Equation (7) gives $\Omega_V=0.760$ and $\Omega_R=0.456$ rad/ps. The narrowing parameters are $\Omega_V\tau_v=0.19$ and $\Omega_R\tau_p=0.023$. From (19),

$$
\frac1{\tau_x}=0.0052+0.1443=0.1495\ \mathrm{ps}^{-1},
\qquad \tau_x=6.7\ \mathrm{ps},
\tag{27}
$$

$$
\frac1{\tau_z}=0.0104\ \mathrm{ps}^{-1},\qquad \tau_z=96\ \mathrm{ps}.
\tag{28}
$$

The ratio is $0.5+(0.25/0.15)^2\times5=14.4$. The Rashba field supplies only about 3% of the in-plane rate, but all of the out-of-plane rate. At this $\tau_p$, the ratio would fall to one at $\tau_v=0.009$ ps. That is below $\tau_p/2=0.025$ ps, the smallest value possible when intervalley scattering is isotropic.

Equation (9) was also solved numerically, with spin fields from diagonalizing (2), twelve angles per valley, $W\propto1+\cos\varphi$ and $W'\propto1-\tfrac12\cos\varphi$. The decay between 20 and 30 ps gives $\tau_x=6.45$ ps, $\tau_z=96.4$ ps and a ratio of 14.9. The in-plane difference from (27) is explained by (26): $\gamma=2-\sqrt{4-0.577}=0.150$ ps$^{-1}$, and adding the Rashba part 0.005 gives 0.155 ps$^{-1}$, or 6.45 ps.

Varying $\tau_v$ at fixed $\tau_p$ and fixed couplings shows the role of hopping. Halving $\tau_v$ to 0.125 ps raises the numerical $\tau_x$ to 12.8 ps and lowers the ratio to 7.5, while $\tau_z$ stays at 96.4 ps. Doubling it to 0.5 ps gives $\tau_x=2.8$ ps and a ratio of 34. There (19) predicts 3.4 ps, about 21% above the numerical value, because the oscillation threshold at 0.66 ps is near.

With the Rashba field switched off, one precession period is 8.27 ps. After that time the in-plane spin has returned to 1.00 of its initial value without hopping, but to only 0.30 with $w=2$ ps$^{-1}$.

## What the model leaves out

One sizeable correction is the momentum-dependent Rashba coupling known as pseudospin inversion asymmetry. With lattice constant $a$, its part that survives projection is

$$
a\Delta(k_xs_y-k_ys_x)=ak\Delta(\cos\theta\,s_y-\sin\theta\,s_x).
\tag{29}
$$

By comparison with (5), it replaces $\lambda_R$ by $\lambda_R+ak_F\Delta$, where $k_F$ is the Fermi wave number. For a rough $|\Delta|=0.5$ meV the shift is $0.246\times0.228\times0.5=0.028$ meV. The numerical ratio becomes 10.8 for positive $\Delta$ and 22 for negative $\Delta$. The $\lambda_R$ in (20) should therefore be the total value at the Fermi energy. A sublattice term of 0.5 meV and a Kane-Mele term of 0.03 meV together change the ratio by less than 1%.

At 300 K, $k_BT=26$ meV, so electrons of different energies take part. Suppose they exchange energy faster than they lose spin, with the chemical potential held at 150 meV. The rates are then averaged with the density of states times minus the derivative of the Fermi function. If $\tau_p\propto E$ and $\tau_v\propto1/E$, the average times change by factors 1.10 and 1.00, and (20) gives 13.1 instead of 14.4. Other energy dependences would give other shifts. Valence-band carriers have a weight of about $5\times10^{-4}$.

Collisions between electrons are also left out. They turn the momenta, and with them the Rashba field, while nearly conserving the electric current. At 300 K their rate is of order $(k_BT)^2/(\hbar E_F)\approx7$ ps$^{-1}$, not negligible beside $1/\tau_p=20$ ps$^{-1}$. The memory time of the Rashba field is then shorter than the $\tau_p$ inferred from the mobility, which lengthens $\tau_z$ and raises the ratio, possibly by tens of percent.

Elliott-Yafet spin flips during collisions have a rate of order $(\lambda_R/E_F)^2/\tau_p$, which is below 1% of $1/\tau_z$. Trigonal warping changes the band energy around the Fermi circle by 1.6% peak to peak. The level broadening $\hbar/\tau_p=13$ meV is far below $E_F$, which supports a kinetic description. It also exceeds the spin splittings, as does $\hbar/\tau_v=2.6$ meV by a smaller margin, consistent with (15).

Measured lifetime ratios in graphene on MoS$_2$ or WS$_2$ at room temperature are roughly ten, the same order as this result. This does not confirm the model, because $\tau_v$ was chosen and is the least certain input. The couplings also depend on the twist between the layers and on the interface. Real devices break the assumption that all scattering conserves spin, since magnetic defects, contacts and escape into the dichalcogenide can remove it. If such processes add the same rate $\Gamma$ to both directions, the ratio becomes

$$
\frac{1/\tau_x+\Gamma}{1/\tau_z+\Gamma}.
\tag{30}
$$

For $\Gamma=0.0104$ ps$^{-1}$, equal to $1/\tau_z$, this is $0.1599/0.0208=7.7$, about half the ideal value. A large ratio thus requires both $\Omega_R^2\tau_p$ and $\Gamma$ to be small compared with $\Omega_V^2\tau_v$.

Tungsten-based substrates can have a larger valley-Zeeman coupling, roughly 1 meV in calculations for WSe$_2$. Then $\Omega_V$ is about 3.0 rad/ps, which exceeds the present $w=2$ ps$^{-1}$. In-plane spins would oscillate as they decay, and (20) would not apply unless hopping were much faster. The numerical output below lists the inputs and main results of the worked example.

## Calculated quantities

```
EXAMPLE INPUTS (rough, rounded)
valley-Zeeman coupling lam_vz      0.25 meV
Rashba coupling lam_r              0.15 meV
Fermi energy                       150 meV
Dirac velocity                     1000 nm/ps
lattice constant                   0.246 nm
temperature                        300 K
momentum relaxation time tau_p     0.050 ps
valley relaxation time tau_v       0.250 ps
hopping rate w                     2.00 1/ps
INTERMEDIATE VALUES
Fermi wave number                  0.2279 1/nm
electron density (T=0)             1.653e+12 1/cm2
mobility (T=0)                     3333 cm2/Vs
Omega_V                            0.7596 rad/ps
Omega_R                            0.4558 rad/ps
Omega_V tau_v                      0.1899
Omega_R tau_p                      0.0228
valley part of 1/tau_x             0.14426 1/ps
Rashba part of 1/tau_x             0.00519 1/ps
1/tau_z                            0.01039 1/ps
RESULTS
tau_x law, kinetic                 6.691, 6.448 ps
tau_z law, kinetic                 96.28, 96.37 ps
tau_z/tau_x law, kinetic           14.39, 14.95
tau_v where ratio is one           0.0090 ps
tau_v where S_x starts to oscillate (lam_r=0) 0.658 ps
S_x after one period, no hopping   1.0000
S_x after one period, hopping      0.3012
that period                        8.271 ps
tau_v(ps) tau_x law, kinetic(ps) tau_z kinetic(ps) ratio kinetic
0.125  12.933  12.820  96.38  7.52
0.250  6.691  6.448  96.37  14.95
0.500  3.405  2.818  96.37  34.20
NEGLECTED EFFECTS
PIA coupling taken (rough)         0.50 meV
its shift of lam_r                 0.0280 meV
ratio with PIA +, - (kinetic)      10.75, 22.35
gap term, Kane-Mele term (rough)   0.50, 0.03 meV
ratio with both (kinetic)          14.97
kT                                 25.85 meV
thermal factor, tau_p ~ E          1.097
thermal factor, tau_v ~ 1/E        0.996
ratio with both factors (law)      13.12
valence-band thermal weight        5.2e-04
Elliott-Yafet rate / (1/tau_z)     1.9e-03 (order)
trigonal warping, peak to peak     1.62 %
level broadening hbar/tau_p        13.16 meV
```
